# MaxVol selection for linear interatomic potentials and its determinant growth: a numerical check

```python
"""
RESULT UNDER TEST
A linear potential has energy E(x) = b(x).theta with m features b(x).
The m active configurations form the rows of a nonsingular matrix A.
For a candidate, c = b A^-1 and its extrapolation grade is max_j |c_j|.
Replacing active row j by the candidate multiplies det(A) by c_j; hence
|det(A)| grows by the grade when j is the position of the largest |c_j|.
MaxVol repeats such swaps until no grade in the pool exceeds a threshold.
Lengths are in nm and energies in eV unless a name says otherwise.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, cc


def coefficient_matrix(features, active):
    """Expansion coefficients of all pool rows in the active rows."""
    return np.linalg.solve(features[active].T, features.T).T


def greedy_start(features):
    """Choose rows farthest from the span of the rows already chosen."""
    residual = features.copy()
    chosen, distances = [], []
    for _ in range(features.shape[1]):
        norms = np.linalg.norm(residual, axis=1)
        pick = int(np.argmax(norms))
        assert norms[pick] > 1e-12, "pool does not span the feature space"
        direction = residual[pick] / norms[pick]
        chosen.append(pick)
        distances.append(norms[pick])
        residual = residual - np.outer(residual @ direction, direction)
    return chosen, np.array(distances)


def maxvol(features, start, threshold):
    """Return active rows, fresh coefficients and the list of swaps."""
    active = list(start)
    coeff = coefficient_matrix(features, active)
    swaps = []
    while True:
        i, j = np.unravel_index(np.argmax(np.abs(coeff)), coeff.shape)
        if abs(coeff[i, j]) <= threshold:
            coeff = coefficient_matrix(features, active)
            if np.max(np.abs(coeff)) <= threshold * (1 + 1e-8):
                return active, coeff, swaps
            continue
        assert len(swaps) < 10000
        swaps.append((int(j), active[j], int(i), float(coeff[i, j])))
        change = coeff[i].copy()
        change[j] -= 1.0
        coeff = coeff - np.outer(coeff[:, j], change) / coeff[i, j]
        active[j] = int(i)


def log_volume(features, active):
    return np.linalg.slogdet(features[active])[1]


def check_swap_history(features, start, swaps):
    """Recompute each determinant and compare with the swap coefficient."""
    active = list(start)
    volumes = [log_volume(features, active)]
    for position, removed, added, coefficient in swaps:
        sign_old, log_old = np.linalg.slogdet(features[active])
        assert active[position] == removed
        active[position] = added
        sign_new, log_new = np.linalg.slogdet(features[active])
        ratio = sign_new * sign_old * np.exp(log_new - log_old)
        assert np.isclose(ratio, coefficient, rtol=1e-6)
        volumes.append(log_new)
    return volumes


# ---------- many-atom descriptors: four-atom model clusters ----------
rng = np.random.default_rng(7)
cutoff = 0.5
tetrahedron = 0.1 * np.array([[1, 1, 1], [1, -1, -1],
                              [-1, 1, -1], [-1, -1, 1]])


def cluster_features(positions):
    """Atom count, pair sums, squared density and angular contractions."""
    total = np.zeros(9)
    for a in range(len(positions)):
        bonds = np.delete(positions, a, axis=0) - positions[a]
        lengths = np.linalg.norm(bonds, axis=1)
        x = np.minimum(lengths / cutoff, 1.0)
        radial = np.array([(1 - x)**2 * np.cos(k * np.arccos(2 * x - 1))
                           for k in range(4)])
        sums = radial.sum(axis=1)
        vectors = radial[:2] @ (bonds / lengths[:, None])
        total += np.array([1.0, *sums, sums[0]**2,
                           vectors[0] @ vectors[0],
                           vectors[0] @ vectors[1],
                           vectors[1] @ vectors[1]])
    return total


pool = np.array([cluster_features(tetrahedron
                                  + rng.normal(0, 0.03, (4, 3)))
                 for _ in range(300)])
pool = pool / np.max(np.abs(pool), axis=0)
m_cluster = pool.shape[1]
tau = 1.001

# Every possible replacement, not only the best one, for 20 candidates.
first_rows = list(range(m_cluster))
first_coeff = coefficient_matrix(pool, first_rows)
sign0, log0 = np.linalg.slogdet(pool[first_rows])
for candidate in range(100, 120):
    direct = []
    for j in range(m_cluster):
        trial = first_rows.copy()
        trial[j] = candidate
        sign1, log1 = np.linalg.slogdet(pool[trial])
        direct.append(sign0 * sign1 * np.exp(log1 - log0))
    scale = np.max(np.abs(direct))
    assert np.allclose(direct, first_coeff[candidate],
                       rtol=1e-6, atol=1e-8 * scale)

# Grades do not depend on an invertible mixing of the features.
mixing = rng.normal(size=(m_cluster, m_cluster)) + 4 * np.eye(m_cluster)
mixed_coeff = coefficient_matrix(pool @ mixing, first_rows)
assert np.allclose(mixed_coeff, first_coeff, rtol=1e-5,
                   atol=1e-7 * np.max(np.abs(first_coeff)))

active_c, coeff_c, swaps_c = maxvol(pool, first_rows, tau)
volumes_c = check_swap_history(pool, first_rows, swaps_c)
log_gain = sum(np.log(abs(s[3])) for s in swaps_c)
assert np.isclose(log_gain, volumes_c[-1] - volumes_c[0], atol=1e-5)
greedy, distances = greedy_start(pool)
assert np.isclose(np.log(distances).sum(), log_volume(pool, greedy),
                  atol=1e-6)
active_g, coeff_g, swaps_g = maxvol(pool, greedy, tau)
check_swap_history(pool, greedy, swaps_g)

print("FOUR-ATOM MODEL CLUSTERS")
print(f"pool size {len(pool)}, features {m_cluster}, threshold {tau}")
print(f"largest grade, first rows: {np.max(np.abs(first_coeff)):.3f}")
print(f"swaps from first rows: {len(swaps_c)}, "
      f"gain in ln|det|: {log_gain:.4f}")
print(f"swaps from greedy start: {len(swaps_g)}")
print(f"final ln|det|: first-row start {volumes_c[-1]:.4f}, "
      f"greedy start {log_volume(pool, active_g):.4f}")

# Exhaustive search in small pools tests the guarantee at the stop.
subsets = np.array(list(combinations(range(14), 4)))
ratios = []
for _ in range(200):
    members = rng.choice(len(pool), 14, replace=False)
    small = pool[members][:, [0, 1, 2, 6]]
    best = np.max(np.abs(np.linalg.det(small[subsets])))
    chosen, _, _ = maxvol(small, greedy_start(small)[0], tau)
    found = abs(np.linalg.det(small[chosen]))
    assert found <= best * (1 + 1e-8)
    assert best <= (np.sqrt(4) * tau)**4 * found
    ratios.append(found / best)
ratios = np.array(ratios)
print(f"small pools: {len(ratios)}, 14 rows and 4 features each")
print(f"global maximum found in {np.sum(ratios > 1 - 1e-8)} pools")
print(f"smallest found/global determinant ratio: {ratios.min():.4f}")

# Polynomial features: the continuum optimum is known independently.
x_grid = np.linspace(-1, 1, 2001)
poly = np.vander(x_grid, 6, increasing=True)
selected, _, _ = maxvol(poly, greedy_start(poly)[0], 1 + 1e-10)
stationary = np.polynomial.legendre.Legendre.basis(5).deriv().roots()
ideal_x = np.sort(np.r_[-1.0, np.real(stationary), 1.0])
node_error = np.max(np.abs(np.sort(x_grid[selected]) - ideal_x))
# Grid rounding couples the nodes, so two grid steps are allowed.
assert node_error < 2 * (x_grid[1] - x_grid[0])
print(f"polynomial nodes: largest deviation {node_error:.5f}, "
      f"grid step {x_grid[1] - x_grid[0]:.5f}")

# ---------- HCl: selection without using energies ----------
r0 = 0.130
bond = np.linspace(0.100, 0.200, 51)
t = r0 / bond - 1
m = 6
features = np.vander(t, m, increasing=True)
narrow = [10, 12, 14, 16, 18, 20]
narrow_coeff = coefficient_matrix(features, narrow)
lagrange = np.array([[np.prod([(value - t[k]) / (t[j] - t[k])
                               for k in narrow if k != j])
                      for j in narrow] for value in t])
assert np.allclose(narrow_coeff, lagrange, rtol=1e-5, atol=1e-5)
active, final_coeff, swaps = maxvol(features, narrow, tau)
volumes = check_swap_history(features, narrow, swaps)
order = np.sort(active)

# Moving outer nodes outward raises every distance, so both ends belong.
inner = np.array(list(combinations(range(1, 50), 4)))
sets = np.column_stack([np.zeros(len(inner), int), inner,
                        np.full(len(inner), 50)])
pair_log = np.log(np.abs(t[:, None] - t[None, :]) + np.eye(len(t)))
all_logs = sum(pair_log[sets[:, a], sets[:, b]]
               for a, b in combinations(range(m), 2))
best_log = all_logs.max()
assert volumes[-1] <= best_log + 1e-8
assert best_log <= volumes[-1] + m * np.log(np.sqrt(m) * tau)
middle, half = (t.max() + t.min()) / 2, (t.max() - t.min()) / 2
ideal_r = np.sort(r0 / (1 + middle + half * ideal_x))

print("HCl SELECTION")
print(f"pool {len(bond)} lengths, {bond[0]:.3f} to {bond[-1]:.3f} nm; "
      f"r0 {r0:.3f} nm; features {m}")
print("initial lengths (nm):", " ".join(f"{v:.3f}" for v in bond[narrow]))
print("coefficients at 0.200 nm:",
      " ".join(f"{v:.2f}" for v in narrow_coeff[50]))
print(f"initial ln|det|: {volumes[0]:.4f}")
for number, swap in enumerate(swaps[:20], 1):
    print(f"swap {number}: out {bond[swap[1]]:.3f} nm, "
          f"in {bond[swap[2]]:.3f} nm, c {swap[3]:.4f}, "
          f"ln|det| {volumes[number]:.4f}")
print(f"total swaps: {len(swaps)}")
print("final lengths (nm):", " ".join(f"{v:.3f}" for v in bond[order]))
print("continuum optimum (nm):", " ".join(f"{v:.4f}" for v in ideal_r))
print(f"largest final grade: {np.max(np.abs(final_coeff)):.5f}")
print(f"final/global determinant: {np.exp(volumes[-1] - best_log):.5f}")

# ---------- HCl: reference energies used only to judge the fits ----------
hartree_ev = const.value("Hartree energy in eV")


def run_rhf(length, basis, density=None):
    molecule = gto.M(atom=f"H 0 0 0; Cl 0 0 {10 * length}",
                     basis=basis, unit="Angstrom", verbose=0)
    calculation = scf.RHF(molecule)
    calculation.chkfile = None
    calculation.conv_tol = 1e-11
    calculation.kernel(dm0=density)
    assert calculation.converged
    return calculation


energies, density = [], None
for length in bond:
    result = run_rhf(length, "cc-pvdz", density)
    density = result.make_rdm1()
    energies.append(result.e_tot * hartree_ev)
energies = np.array(energies)
energies -= energies.min()


def fit_error(rows):
    theta = np.linalg.solve(features[rows], energies[rows])
    return theta, features @ theta - energies


_, narrow_error = fit_error(narrow)
theta, selected_error = fit_error(active)
assert np.max(np.abs(selected_error)) < np.max(np.abs(narrow_error))
theta_ls = np.linalg.lstsq(features, energies, rcond=None)[0]
delta = energies - features @ theta_ls
for rows, coeff, error in ((narrow, narrow_coeff, narrow_error),
                           (active, final_coeff, selected_error)):
    assert np.allclose(-error, delta - coeff @ delta[rows], atol=1e-6)
    bound = (1 + m * np.max(np.abs(coeff))) * np.max(np.abs(delta))
    assert np.max(np.abs(error)) <= bound + 1e-8

# Worst signs of a 1 meV error in the active energies, found by refitting.
noise = 0.001
amplified = []
for rows, coeff in ((narrow, narrow_coeff), (active, final_coeff)):
    worst = int(np.argmax(np.abs(coeff).sum(axis=1)))
    shift = noise * np.sign(coeff[worst])
    response = features[worst] @ np.linalg.solve(features[rows], shift)
    assert np.isclose(response, noise * np.abs(coeff[worst]).sum(),
                      rtol=1e-5)
    amplified.append(response)

print("HCl FITS TO RHF/cc-pVDZ")
for index in (0, 15, 30, 50):
    print(f"r {bond[index]:.3f} nm: E {energies[index]:.4f} eV, initial "
          f"grade {np.max(np.abs(narrow_coeff[index])):.3f}, "
          f"errors {narrow_error[index]:.5f} / "
          f"{selected_error[index]:.5f} eV")
print(f"largest error, initial set: {np.max(np.abs(narrow_error)):.5f} eV")
print(f"largest error, final set: {np.max(np.abs(selected_error)):.5f} eV")
print(f"largest least-squares residual: {np.max(np.abs(delta)):.5f} eV")
print(f"error bound for final set: {bound:.5f} eV")
print(f"response to {noise:.3f} eV active errors: initial "
      f"{amplified[0]:.5f} eV, final {amplified[1]:.5f} eV")

# ---------- effects absent from the reference or classical motion ----------
correlation, basis_change = [], []
for index in (0, 15, 50):
    small_basis = run_rhf(bond[index], "cc-pvdz")
    coupled = cc.CCSD(small_basis, frozen=5)
    coupled.kernel()
    assert coupled.converged
    correlation.append(coupled.e_corr * hartree_ev)
    large_basis = run_rhf(bond[index], "cc-pvtz")
    basis_change.append((large_basis.e_tot - small_basis.e_tot)
                        * hartree_ev)
print("OMITTED EFFECTS, RELATIVE TO r = 0.130 nm")
for place, index in ((0, 0), (2, 50)):
    print(f"r {bond[index]:.3f} nm: CCSD correlation "
          f"{correlation[place] - correlation[1]:.4f} eV, "
          f"cc-pVTZ basis {basis_change[place] - basis_change[1]:.4f} eV")


def fitted_energy(length):
    return np.polynomial.polynomial.polyval(r0 / length - 1, theta)


minimum = minimize_scalar(fitted_energy, bounds=(0.115, 0.145),
                          method="bounded", options={"xatol": 1e-9}).x
step = 1e-4
curvature = (fitted_energy(minimum + step) - 2 * fitted_energy(minimum)
             + fitted_energy(minimum - step)) / step**2
assert curvature > 0
mass_h, mass_cl = result.mol.atom_mass_list(isotope_avg=True)
reduced_mass = mass_h * mass_cl / (mass_h + mass_cl) * const.atomic_mass
frequency = np.sqrt(curvature * const.e / const.nano**2 / reduced_mass)
zero_point = const.hbar * frequency / (2 * const.e)
temperature = 600.0
thermal = const.k * temperature / const.e
print(f"fitted minimum: {minimum:.5f} nm")
print(f"harmonic zero-point energy: {zero_point:.4f} eV")
print(f"thermal energy at {temperature:.0f} K: {thermal:.4f} eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
FOUR-ATOM MODEL CLUSTERS
pool size 300, features 9, threshold 1.001
largest grade, first rows: 96.544
swaps from first rows: 8, gain in ln|det|: 18.6715
swaps from greedy start: 0
final ln|det|: first-row start -15.4146, greedy start -15.4146
small pools: 200, 14 rows and 4 features each
global maximum found in 189 pools
smallest found/global determinant ratio: 0.7867
polynomial nodes: largest deviation 0.00023, grid step 0.00100
HCl SELECTION
pool 51 lengths, 0.100 to 0.200 nm; r0 0.130 nm; features 6
initial lengths (nm): 0.120 0.124 0.128 0.132 0.136 0.140
coefficients at 0.200 nm: -904.19 5606.73 -13872.74 17131.91 -10566.46 2605.76
initial ln|det|: -41.7266
swap 1: out 0.132 nm, in 0.200 nm, c 17131.9096, ln|det| -31.9779
swap 2: out 0.128 nm, in 0.100 nm, c 1073.7418, ln|det| -24.9990
swap 3: out 0.136 nm, in 0.178 nm, c -30.0520, ln|det| -21.5961
swap 4: out 0.124 nm, in 0.106 nm, c -6.7174, ln|det| -19.6914
swap 5: out 0.140 nm, in 0.146 nm, c 1.0807, ln|det| -19.6138
swap 6: out 0.120 nm, in 0.122 nm, c 1.0058, ln|det| -19.6080
swap 7: out 0.146 nm, in 0.148 nm, c 1.0011, ln|det| -19.6070
swap 8: out 0.178 nm, in 0.180 nm, c 1.0012, ln|det| -19.6058
total swaps: 8
final lengths (nm): 0.100 0.106 0.122 0.148 0.180 0.200
continuum optimum (nm): 0.1000 0.1062 0.1218 0.1473 0.1790 0.2000
largest final grade: 1.00000
final/global determinant: 1.00000
HCl FITS TO RHF/cc-pVDZ
r 0.100 nm: E 2.3652 eV, initial grade 6311.756, errors -0.00118 / 0.00000 eV
r 0.130 nm: E 0.0087 eV, initial grade 0.632, errors -0.00000 / -0.00034 eV
r 0.160 nm: E 1.1008 eV, initial grade 687.927, errors 0.00014 / 0.00049 eV
r 0.200 nm: E 3.2410 eV, initial grade 17131.910, errors 0.01427 / -0.00000 eV
largest error, initial set: 0.01427 eV
largest error, final set: 0.00053 eV
largest least-squares residual: 0.00048 eV
error bound for final set: 0.00333 eV
response to 0.001 eV active errors: initial 50.68780 eV, final 0.00180 eV
OMITTED EFFECTS, RELATIVE TO r = 0.130 nm
r 0.100 nm: CCSD correlation 0.1068 eV, cc-pVTZ basis -0.2385 eV
r 0.200 nm: CCSD correlation -0.5480 eV, cc-pVTZ basis 0.0387 eV
fitted minimum: 0.12774 nm
harmonic zero-point energy: 0.1952 eV
thermal energy at 600 K: 0.0517 eV
ALL CHECKS PASSED
```
